\section*{Thermal Screening in a Two-Dimensional Channel without the Square-Root Endpoint}

\section{A charged impurity in a warm channel}

An electron moving along a two-dimensional channel meets a charged impurity. The other carriers rearrange and weaken the potential that it feels. Backscattering at the Fermi surface requires a wavenumber transfer $q=2k_F$, and there the zero-temperature response has a kink. At a few kelvin the kink is already rounded, and in a channel with a Fermi energy of some ten millielectronvolts the carriers are no longer degenerate at room temperature. A calculation of impurity scattering therefore needs the response over the whole range, from a nearly sharp Fermi edge to a dilute classical gas.

The model is a strictly two-dimensional parabolic band with mass $m$, total spin and valley degeneracy $g$, and fixed density $n$. The surroundings have a uniform dielectric constant $\kappa$. Let $\Pi>0$ be the static polarization of noninteracting carriers, defined by $\delta n_q=-\Pi U_q$, where $U_q$ is the total potential energy. For an in-plane impurity of one elementary charge, taken as repulsive, the bare potential energy is
\begin{equation}
v_q=\frac{e^2}{4\pi\epsilon_0\kappa}\int\frac{d^2r}{r}e^{-i\mathbf q\cdot\mathbf r}
=\frac{e^2}{2\epsilon_0\kappa q},
\end{equation}
because the angular integral gives $2\pi J_0(qr)$ and $\int_0^\infty J_0(qr)\,dr=1/q$. In the random-phase approximation (RPA) the induced density acts through the same $v_q$, so that $U_q=v_q-v_q\Pi U_q$ and
\begin{equation}
U_q=\frac{e^2}{2\epsilon_0\kappa\,(q+q_s)},\qquad
q_s=\frac{e^2\Pi(q,T)}{2\epsilon_0\kappa}.
\label{eq:U}
\end{equation}
An attractive impurity changes the sign of $U_q$ but not $|U_q|^2$. If the charge lies a distance $d$ from the plane, its bare potential satisfies $(\partial_z^2-q^2)v=0$ away from the charge and acquires a factor $e^{-qd}$. The carriers still interact within the plane, so $q_s$ is unchanged.

\section{The response at zero temperature}

First-order perturbation theory gives the Lindhard expression
\begin{equation}
\Pi=g\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .
\end{equation}
Take $T>0$ first; the step at zero temperature is then a limit. The integrand is finite where the denominator vanishes, so a narrow symmetric strip around that line may be left out. In the second term put $\mathbf k\to-\mathbf k-\mathbf q$. This maps the strip onto itself and reverses the denominator, so the second term equals the first. With $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\hbar^2(q^2+2kq\cos\theta)/2m$,
\begin{equation}
\Pi=\frac{gm}{\pi^2\hbar^2}\int_0^\infty k\,dk\,f_k\,A(k),\qquad
A=\mathrm P\!\!\int_0^{2\pi}\!\frac{d\theta}{a+b\cos\theta},
\end{equation}
where $a=q^2$, $b=2kq$ and P denotes the principal value. The substitution $y=\tan(\theta/2)$ gives
\begin{equation}
A=4\,\mathrm P\!\!\int_0^\infty\frac{dy}{(a+b)+(a-b)y^2}.
\end{equation}
For $a>b$, that is $2k<q$, this is $2\pi/\sqrt{a^2-b^2}=2\pi/(q\sqrt{q^2-4k^2})$. For $a<b$ put $c^2=(b+a)/(b-a)$. The integrand is then proportional to $1/(c^2-y^2)$, with antiderivative $(2c)^{-1}\ln|(c+y)/(c-y)|$. This vanishes at $y=0$ and $y\to\infty$, and its values on the two sides of $y=c$ cancel, so $A=0$. States with $k>q/2$ drop out.

Define
\begin{equation}
E_q=\frac{\hbar^2q^2}{8m},\qquad D_0=\frac{gm}{2\pi\hbar^2}.
\end{equation}
$E_q$ is the kinetic energy at $k=q/2$, and $D_0$ is the density of states. Using $k\,dk=m\,dE/\hbar^2$ and $q\sqrt{q^2-4k^2}=(8mE_q/\hbar^2)\sqrt{1-E/E_q}$,
\begin{equation}
\frac{\Pi}{D_0}=\frac1{2E_q}\int_0^{E_q}\frac{f(E)\,dE}{\sqrt{1-E/E_q}} .
\label{eq:direct}
\end{equation}
At zero temperature $f$ is a step at the Fermi energy, here called $E'$. Integration gives
\begin{equation}
\frac{\Pi_0(q;E')}{D_0}=
\begin{cases}
1, & E'\ge E_q,\\
1-\sqrt{1-E'/E_q}, & 0\le E'<E_q .
\end{cases}
\label{eq:stern}
\end{equation}
The kink at $E'=E_q$ is the one at $q=2k_F$.

\section{The thermal average and its naive evaluation}

Write $\tau=k_BT$ for the thermal energy and
\begin{equation}
w(E)=-\frac{df}{dE}=\frac{1}{4\tau\cosh^2[(E-\mu)/2\tau]} .
\end{equation}
Since $f(\infty)=0$, $f(E)=\int_E^\infty w(E')\,dE'$: the Fermi function is a superposition of steps with edges $E'$ and weights $w(E')$. The polarization is linear in $f$, and edges below the band bottom describe an empty band. Hence
\begin{equation}
\Pi(q,T)=\int_0^\infty dE\,w(E)\,\Pi_0(q;E),
\label{eq:mald}
\end{equation}
which is the Maldague integral. Inserting Eq.~\eqref{eq:stern} and $\int_0^\infty w\,dE=f(0)$,
\begin{equation}
\frac{\Pi}{D_0}=f(0)-\int_0^{E_q}dE\,w(E)\sqrt{1-E/E_q}.
\label{eq:raw}
\end{equation}

The obvious scheme applies an $N$-point Gauss--Legendre rule to the last integral. Take $E_q=1.5$, $\mu=1$ and $\tau=0.25$ in units of the Fermi energy, where $\Pi/D_0=0.4716$. The absolute errors for $N=8,16,32,64$ are $1.1\times10^{-4}$, $1.4\times10^{-5}$, $1.9\times10^{-6}$ and $2.4\times10^{-7}$. Each doubling gains a factor of about eight, and the observed order between the last two is 2.96.

A scaling estimate accounts for this. Near an endpoint the Gauss nodes are spaced by about $E_q/N^2$. In the last unresolved interval the square root is of order $1/N$, so the unresolved area scales as $N^{-2}N^{-1}=N^{-3}$. The thermal weight is smooth there; the slow convergence comes from the infinite slope of the square root.

Equation~\eqref{eq:raw} has a second weakness. For $E_q$ far above all occupied energies, Eq.~\eqref{eq:direct} gives $\Pi\simeq n/(2E_q)$, since $n=D_0\int_0^\infty f\,dE$. This small result is obtained in Eq.~\eqref{eq:raw} as the difference of two numbers close to $f(0)$, and relative accuracy is lost.

\section{A variable that removes the square root}

The square root becomes a polynomial if it is itself the variable:
\begin{equation}
s=\sqrt{1-E/E_q},\qquad E=E_q(1-s^2),\qquad dE=-2E_q s\,ds .
\end{equation}
The limits $E=0$ and $E=E_q$ become $s=1$ and $s=0$. The minus sign restores increasing order, and the subtracted term is $2E_q\int_0^1 s^2w\,ds$. By the chain rule
\begin{equation}
\frac{df}{ds}=\frac{df}{dE}\frac{dE}{ds}=(-w)(-2E_qs)=2E_q s\,w,
\end{equation}
so integration by parts gives
\begin{equation}
2E_q\!\int_0^1\! s^2w\,ds=\int_0^1 s\frac{df}{ds}ds
=f(0)-\int_0^1 f\,ds .
\end{equation}
The boundary value is $f(0)$ because $s=1$ means $E=0$. It cancels the first term of Eq.~\eqref{eq:raw}, leaving
\begin{equation}
\boxed{\;\frac{\Pi(q,T)}{D_0}=\int_0^1 ds\,f\big(E_q(1-s^2)\big)\;}
\label{eq:main}
\end{equation}
The same substitution in Eq.~\eqref{eq:direct} gives this result directly. The integrand is positive, and the normalized polarization is an average occupation of the states below $E_q$. The two large terms of Eq.~\eqref{eq:raw} are gone, but for very large $E_q$ a cancellation remains in the arithmetic. The occupied states then crowd near $s=1$, where $1-s^2$ and the widths of small intervals in $s$ are differences of nearly equal numbers. The relative rounding error is only of order $10^{-14}$ at $E_q=100E_F$, but it grows roughly in proportion to $E_q$, the same scaling as the rounding loss in Eq.~\eqref{eq:raw}, with a smaller prefactor. Far beyond that range one can put $s=\cos\phi$, which gives $\int_0^{\pi/2}\sin\phi\,f(E_q\sin^2\phi)\,d\phi$. The occupied states then lie near $\phi=0$, and the cancellation is avoided.

For the case above, the error of a single rule in $s$ falls from $5.5\times10^{-6}$ at $N=8$ to $4.0\times10^{-12}$ at $N=16$, and reaches rounding level at $N=32$. The convergence is geometric because the integrand is analytic on the closed interval. Its nearest singularities are the poles of $f$ at $E=\mu\pm i\pi\tau$, that is, at
\begin{equation}
s^2=1-\frac{\mu\pm i\pi\tau}{E_q}.
\label{eq:poles}
\end{equation}

\section{What cooling spoils, and the panels that repair it}

What happens to these poles as $\tau\to0$ depends on $E_q$. For $E_q<\mu$ they tend to $s=\pm i\sqrt{\mu/E_q-1}$, away from the integration interval, and a single rule still converges quickly unless $E_q$ is close to $\mu$. For $E_q>\mu$ they approach the real axis, and the integrand becomes a step at $s_0=\sqrt{1-\mu/E_q}$. Since $|dE/ds|=2E_qs_0$ there, its width is about $\tau/(2E_qs_0)$. With $E_q=1.5$, $\mu=1$ and $\tau=0.002$ this is $0.002/(3\times0.577)\approx0.0012$, while 32 nodes have a mean spacing near 0.03. The single rule then has an absolute error of $1.8\times10^{-2}$. At $E_q=\mu$ the step sits at $s=0$, and Eq.~\eqref{eq:poles} gives a different width, of order $\sqrt{\tau/E_q}$. A subdivision chosen in $s$ would have to know which case applies.

In energy the width is $\tau$ in both cases. The subdivision is therefore made in energy and mapped to $s$:
\begin{enumerate}
\item Find $\mu$ from the density, Eq.~\eqref{eq:mu} below. If $q=0$, return $D_0f(0)$ and stop.
\item Form the energies $\max(\mu,0)+c\,\tau$ with $c=0,\pm4,\pm9,\pm18,\pm40$. Keep those between 0 and $E_q$, and add both ends.
\item Map each energy to $s=\sqrt{1-E/E_q}$ and apply a 24-point Gauss--Legendre rule to $f$ on every panel.
\item Add the panels and multiply by $D_0$.
\end{enumerate}
There are at most ten panels, hence at most 240 evaluations of $f$. The Fermi function must be coded so that large exponents do not overflow.

The reference energy is $\max(\mu,0)$ because in a dilute gas $\mu$ lies below the band. The occupation is then largest at $E=0$ and decays over $\tau$; cuts centred on $\mu$ end at $\mu+40\tau$, and for $E_q\gg\tau$ they leave a tail of relative weight about $e^{-(40+\mu/\tau)}$ unresolved. They lose accuracy progressively as $\mu$ falls and miss the region altogether once $\mu<-40\tau$. Such values of $\mu$ occur only in an extremely dilute gas.

In the cold case the panels reduce the error to $10^{-16}$. The scheme was tested against high-precision quadrature of Eq.~\eqref{eq:mald} at sixteen points, $\tau/E_F=0.002$, 0.05, 0.5, 5 combined with $E_q/E_F=0.25$, 1, 1.5, 100; the largest relative difference among them is $4.9\times10^{-15}$. A direct two-dimensional Lindhard sum, which uses neither the angular integral nor the thermal average, agrees to rounding in three further cases.

The chemical potential at fixed density follows from
\begin{equation}
n=D_0\int_0^\infty f\,dE=D_0\tau\ln(1+e^{\mu/\tau}).
\end{equation}
With $E_F=n/D_0$ and $u=E_F/\tau$ this means $e^{\mu/\tau}=e^{u}-1$, or
\begin{equation}
\mu=E_F+\tau\ln(1-e^{-u}).
\label{eq:mu}
\end{equation}
For $q\to0$, Eq.~\eqref{eq:main} gives $\Pi/D_0=f(0)=(e^u-1)/e^u=1-e^{-u}$. Differentiating the density gives $\partial n/\partial\mu=D_0f(0)$, so long-wavelength screening measures the compressibility of the noninteracting gas.

\section{The degenerate limit has three cases}

For $u\gg1$, $\mu$ differs from $E_F$ by an exponentially small amount, but the approach to zero temperature depends on $q$.

\emph{Below $2k_F$.} The deficit is the average of $1-f$. If $E_F-E_q\gg\tau$, the 1 in the denominator of $1-f$ can be dropped:
\begin{equation}
1-\frac{\Pi}{D_0}\simeq e^{-(E_F-E_q)/\tau}\!\int_0^1\! e^{-E_qs^2/\tau}ds
\simeq\frac12\sqrt{\frac{\pi\tau}{E_q}}\,e^{-(E_F-E_q)/\tau}.
\end{equation}
The last step also needs $E_q\gg\tau$, so that the upper limit can be moved to infinity. For $E_q/E_F=0.5$ and $\tau/E_F=0.05$ the law and the quadrature both give $1.272\times10^{-5}$.

\emph{At $2k_F$.} Here $E_q=E_F$, and no exponential gap protects the response. Put $s=y\sqrt{\tau/E_F}$ and extend the upper limit to infinity, at exponentially small cost:
\begin{equation}
1-\frac{\Pi}{D_0}\simeq\sqrt{\frac{\tau}{E_F}}\int_0^\infty\frac{dy}{e^{y^2}+1}
=C\sqrt{\frac{\tau}{E_F}} .
\label{eq:root}
\end{equation}
Expanding the integrand in powers of $e^{-y^2}$ gives $C=\frac{\sqrt\pi}{2}\sum_{j\ge1}(-1)^{j+1}j^{-1/2}$. For exponent $p>1$ the alternating sum is the full sum minus twice its even terms, $(1-2^{1-p})\zeta(p)$. Continued to $p=1/2$,
\begin{equation}
C=\frac{\sqrt\pi}{2}(1-\sqrt2)\,\zeta(1/2)=0.5361 .
\end{equation}

\emph{Above $2k_F$.} If $E_q-E_F\gg\tau$, the function $h(E)=1-\sqrt{1-E/E_q}$ is smooth across the thermal window. In Eq.~\eqref{eq:mald} expand it about $\mu\simeq E_F$. The linear term averages to zero, and the mean square of $(E-\mu)/\tau$ is
\begin{equation}
\int_{-\infty}^{\infty}\!\frac{y^2dy}{4\cosh^2(y/2)}=4\int_0^\infty\!\frac{y\,dy}{e^y+1}=\frac{\pi^2}{3}.
\end{equation}
With $h''=(1-E/E_q)^{-3/2}/(4E_q^2)$ the leading change is
\begin{equation}
\frac{\Pi(T)-\Pi(0)}{D_0}\simeq\frac{\pi^2}{24}\Big(\frac{\tau}{E_q}\Big)^2
\Big(1-\frac{E_F}{E_q}\Big)^{-3/2}.
\label{eq:somm}
\end{equation}
It is positive: warming strengthens screening above $2k_F$ as long as $\tau\ll E_q-E_F$. For $E_q/E_F=2$ and $\tau/E_F=0.01$ the law gives $2.908\times10^{-5}$ and the quadrature $2.909\times10^{-5}$. The expression diverges as $E_q\to E_F$. At the edge of its validity, $E_q-E_F\sim\tau$, it scales as $\tau^2\tau^{-3/2}=\tau^{1/2}$, the same power as Eq.~\eqref{eq:root}.

\section{The Boltzmann limit}

For $u\ll1$ the fugacity $z=e^{\mu/\tau}=e^u-1$ is small and $f\simeq ze^{-E/\tau}$. Let $x=E_q/\tau$, and let $F(y)=e^{-y^2}\int_0^ye^{v^2}dv$ be the Dawson function. With $v=\sqrt x\,s$,
\begin{equation}
\int_0^1e^{-x(1-s^2)}ds=\frac{F(\sqrt x)}{\sqrt x}\equiv B(x),
\qquad \Pi\simeq\frac{n}{\tau}B(x),
\label{eq:boltz}
\end{equation}
because $z\simeq u$ and $D_0u=n/\tau$. The next term of $f$ is $-z^2e^{-2E/\tau}$, which contributes $-z^2B(2x)$. With $z=u+u^2/2$ to second order,
\begin{equation}
\frac{\Pi}{D_0}\simeq uB(x)\left\{1+u\left[\frac12-\frac{B(2x)}{B(x)}\right]\right\}.
\end{equation}
At $x=0.7$ the bracket is $-0.1731$, and the value extracted from the quadrature at $u=0.001$ differs from it by about $3\times10^{-5}$. As $x\to0$, $B\to1$ and the bracket tends to $-1/2$, in agreement with $1-e^{-u}=u-u^2/2+\cdots$.

\section{Screening of backscattering in numbers}

Take round parameters: $m=0.5\,m_e$, $g=4$, $\kappa=5$ and $n=5\times10^{12}\,\mathrm{cm^{-2}}$. Then $D_0=4.177\times10^{14}\,\mathrm{eV^{-1}cm^{-2}}$, and
\begin{equation}
E_F=\frac{5\times10^{12}}{4.177\times10^{14}}\,\mathrm{eV}=11.97\,\mathrm{meV},
\end{equation}
which corresponds to 139~K. From $n=gk_F^2/4\pi$, $k_F=0.396\,\mathrm{nm^{-1}}$. The Coulomb prefactor $e^2/(2\epsilon_0\kappa)$ is $1.810\,\mathrm{eV\,nm}$. Multiplied by $D_0=4.177\,\mathrm{eV^{-1}nm^{-2}}$ it gives $q_s=7.56\,\mathrm{nm^{-1}}$ at zero temperature for $q\le2k_F$. This is much larger than $2k_F=0.793\,\mathrm{nm^{-1}}$, so the potential is strongly screened and sensitive to $\Pi$.

The values of $\Pi/D_0$ are:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $q=k_F$ & $q=2k_F$ & $q=3k_F$\\
0 & 1.000 & 1.000 & 0.255\\
10 & 1.000 & 0.856 & 0.256\\
100 & 0.704 & 0.541 & 0.301\\
300 & 0.353 & 0.303 & 0.232
\end{tabular}
\end{center}
At 10~K the response has dropped by 14\% at $2k_F$ but hardly at all at $k_F$: a square root of $\tau$ against an exponential. At $3k_F$ the response first rises, as Eq.~\eqref{eq:somm} requires, and has fallen again by 300~K, as the factor $n/\tau$ in Eq.~\eqref{eq:boltz} eventually demands.

For backscattering Eq.~\eqref{eq:U} gives
\begin{align}
U(0\,\mathrm K)&=\frac{1.810}{0.793+7.559}=0.217\ \mathrm{eV\,nm^2},\\
U(300\,\mathrm K)&=\frac{1.810}{0.793+2.288}=0.587\ \mathrm{eV\,nm^2}.
\end{align}
Relative to zero temperature, $|U|^2$ grows by factors of 1.32, 2.92 and 7.35 at 10, 100 and 300~K. In the Born approximation the scattering probability at this $q$ would grow in the same proportion. That approximation needs small phase shifts. The largest, the s-wave one, is in first order of size $m|U_q|/2\hbar^2$. With $m/2\hbar^2=\pi D_0/g=3.28\,\mathrm{eV^{-1}nm^{-2}}$ this is 0.71 at zero temperature and 1.9 at 300~K, so the condition is not met here. The factors measure the loss of screening; they do not predict the scattering rate, which for so strong a potential also depends on the sign of the charge. These are not mobility ratios: a mobility averages over angles and carrier energies, and at 300~K many carriers have energies well above $E_F$.

The limiting formulas at $2k_F$ deserve a careful reading. The square-root law matches the quadrature to the printed digits at 10~K. At 100~K it is only 0.7\% too high, although $\tau/E_F=0.72$ is not small. Two neglected effects oppose each other there: the true $\mu$ lies below $E_F$, which lowers $\Pi$, while the true integral stops at $s=1$, which reduces the deficit. At 300~K the balance is gone and the law is 30\% too low. The Boltzmann formula is 39\% too low at 10~K, 11\% too high at 100~K and 13\% too high at 300~K. Its error changes sign between 10 and 100~K, so a small error in that range would not show that the gas is classical. Between the limits Eq.~\eqref{eq:main} should be evaluated directly; the panel rule needs at most 240 values of $f$.

The quadrature is far more accurate than the model. The RPA omits exchange and correlation corrections to the response. In a degenerate gas they matter more as the density falls. In a classical gas at fixed temperature they matter less, because the Coulomb energy per carrier falls as $\sqrt n$ while the kinetic energy stays at $\tau$. In the example $1/\sqrt{\pi n}=2.5$~nm is about five times the effective Bohr radius $4\pi\epsilon_0\kappa\hbar^2/(me^2)=0.53$~nm, so these corrections are not small; the three-digit values above illustrate the RPA model and do not predict a measurement to that accuracy. Finite channel thickness weakens the Coulomb interaction at large $q$, nonparabolicity changes Eq.~\eqref{eq:stern}, and disorder broadening rounds the kink even at zero temperature. When that broadening is well above $\tau$, it sets the deficit at $2k_F$, and the square-root law in $\tau$ no longer describes the channel. The complete values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Tests
max relative error, Lindhard sum: 2.2e-16
max relative error, Maldague integral: 4.9e-15
convergence case: Eq/EF=1.5, mu/EF=1.0, kT/EF=0.25
reference Pi/D0: 0.4716262520
N=8: error raw 1.05e-04, substituted 5.47e-06
N=16: error raw 1.43e-05, substituted 3.95e-12
N=32: error raw 1.88e-06, substituted 0.00e+00
N=64: error raw 2.42e-07, substituted 1.11e-16
observed order of raw rule: 2.963
kT/EF=0.002: error one 32-node rule 1.82e-02, panels 1.1e-16
Eq/EF=0.5, kT/EF=0.05: deficit 1.27228e-05, law 1.27233e-05
square-root coefficient C: 0.536077
Eq/EF=1, kT/EF=0.02: Pi/D0 0.92418720
Eq/EF=2, kT/EF=0.01: shift 2.90912e-05, law 2.90786e-05
EF/kT=0.001, Eq/kT=0.7: Pi/Boltzmann 0.9998269
first correction coefficient: -0.17310, law -0.17307
Example
m/m_e=0.5, g=4, kappa=5.0, n=5.0e+12 cm^-2
D0: 4.1773e+14 eV^-1 cm^-2
Fermi energy: 11.969 meV
Fermi temperature: 138.90 K
kF: 0.3963 nm^-1; zero-T long-wave qs: 7.5589 nm^-1
e^2/(2 eps0 kappa): 1.8095 eV nm
T=0 K, q/kF=1: Pi/D0 1.00000, qs 7.5589 nm^-1
T=0 K, q/kF=2: Pi/D0 1.00000, qs 7.5589 nm^-1
T=0 K, q/kF=3: Pi/D0 0.25464, qs 1.9248 nm^-1
T=0 K, q=2kF: U 0.21667 eV nm^2
T=10 K: kT/EF 0.07199, mu 11.969 meV
  q/kF=1: Pi/D0 0.99999, qs 7.5588 nm^-1
  q/kF=2: Pi/D0 0.85616, qs 6.4716 nm^-1
  q/kF=3: Pi/D0 0.25568, qs 1.9326 nm^-1
  q=2kF: U 0.24910 eV nm^2, |U|^2/|U(T=0)|^2 1.3217
  q=2kF: root law 0.85616 (+0.000 %), Boltzmann 0.52043 (-39.21 %)
T=100 K: kT/EF 0.71995, mu 9.498 meV
  q/kF=1: Pi/D0 0.70443, qs 5.3247 nm^-1
  q/kF=2: Pi/D0 0.54132, qs 4.0918 nm^-1
  q/kF=3: Pi/D0 0.30143, qs 2.2785 nm^-1
  q=2kF: U 0.37046 eV nm^2, |U|^2/|U(T=0)|^2 2.9235
  q=2kF: root law 0.54514 (+0.705 %), Boltzmann 0.60321 (+11.43 %)
T=300 K: kT/EF 2.15984, mu -13.692 meV
  q/kF=1: Pi/D0 0.35283, qs 2.6670 nm^-1
  q/kF=2: Pi/D0 0.30267, qs 2.2879 nm^-1
  q/kF=3: Pi/D0 0.23171, qs 1.7515 nm^-1
  q=2kF: U 0.58740 eV nm^2, |U|^2/|U(T=0)|^2 7.3499
  q=2kF: root law 0.21216 (-29.904 %), Boltzmann 0.34338 (+13.45 %)
\end{verbatim}
